# Path length and slowing time of an ion under linear friction: verification in Python

```python
"""Ion slowed only by friction: M dv/dt = -gamma v, with v(0) = v0.
Result under test: v(t) = v0 exp(-t/tau) never reaches zero, while the path
tends to the finite range R = v0 tau = 2 E0/S0, where tau = M/gamma,
E0 is the initial energy and S0 = gamma v0 the initial stopping power.
Example: a proton in silicon. Internal units are atomic units.
The second half sizes effects that the friction model leaves out.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import (solve_ivp, quad, simpson, trapezoid,
                             cumulative_trapezoid)
from scipy.interpolate import CubicSpline
from scipy.optimize import brentq

pc = const.physical_constants
HARTREE = pc["Hartree energy in eV"][0]
BOHR = pc["Bohr radius"][0] * 1e10              # angstrom
TIME = pc["atomic unit of time"][0] * 1e15      # femtosecond
FORCE = HARTREE / BOHR                          # eV/angstrom
SPEED = BOHR / TIME                             # angstrom/fs

# Chosen inputs (rough values for shallow hydrogen implantation)
E0_eV, S0_eVA = 10000.0, 8.0
density_A3, silicon_mass_u, temperature = 0.05, 28.09, 300.0
mass = pc["proton-electron mass ratio"][0]
E0, S0 = E0_eV / HARTREE, S0_eVA / FORCE
v0 = np.sqrt(2 * E0 / mass)
gamma = S0 / v0
tau = mass / gamma
R = v0 * tau


# ---- Motion from Newton's equation -------------------------------------
def travel(force, speed, duration, times=None):
    """Integrate path and speed; stop if the speed reaches zero."""
    def stopped(t, y):
        return y[1]
    stopped.terminal = True
    return solve_ivp(lambda t, y: [y[1], -force(y[1]) / mass],
                     (0, duration), [0.0, speed], method="DOP853",
                     t_eval=times, events=stopped,
                     rtol=1e-10, atol=[1e-9, 1e-25])


multiples = np.array([1.0, 2.0, 5.0, 10.0, 30.0])
run = travel(lambda v: gamma * v, v0, 30 * tau, multiples * tau)
path, speed = run.y
assert len(run.t_events[0]) == 0 and np.all(speed > 0)
assert np.allclose(speed, v0 * np.exp(-multiples), rtol=1e-6, atol=0)
assert np.allclose(path, R * (1 - np.exp(-multiples)), rtol=1e-7)
assert np.allclose(speed[:3], v0 - path[:3] / tau, rtol=1e-5)

half = travel(lambda v: gamma * v, v0 / 2, 30 * tau)
path_half = half.y[0, -1]
assert abs(path_half / path[-1] - 0.5) < 1e-7

constant = travel(lambda v: S0, v0, 2 * tau)
stop_time = constant.t_events[0][0]
stop_path = constant.y_events[0][0][0]
assert abs(stop_time / tau - 1) < 1e-7
assert abs(stop_path / R - 0.5) < 1e-7

# Range from energy loss, and time per factor of ten in speed
range_energy = quad(lambda E: 1 / (gamma * np.sqrt(2 * E / mass)), 0, E0)[0]
assert abs(range_energy / R - 1) < 1e-6
assert abs(range_energy / (2 * E0 / S0) - 1) < 1e-6
decades = [quad(lambda v: mass / (gamma * v), v0 * 10.0**(-k - 1),
                v0 * 10.0**(-k))[0] for k in range(4)]
assert np.allclose(decades, tau * np.log(10), rtol=1e-7)


# ---- Sensitivity to the friction law -----------------------------------
def range_power(E_start, power):
    """Range for stopping power S0 (E/E0)^power."""
    return quad(lambda E: (E / E0)**(-power) / S0, 0, E_start)[0]


R_power = range_power(E0, 0.45)
ratio_power = R_power / range_power(E0 / 4, 0.45)
assert abs(R_power / (E0 / (0.55 * S0)) - 1) < 1e-6


# ---- Collisions with silicon nuclei ------------------------------------
def universal_screening(x):
    return (0.1818 * np.exp(-3.2 * x) + 0.5099 * np.exp(-0.9423 * x)
            + 0.2802 * np.exp(-0.4029 * x) + 0.02817 * np.exp(-0.2016 * x))


nodes, weights = np.polynomial.legendre.leggauss(48)
angle_nodes = (nodes + 1) * np.pi / 4
angle_weights = weights * np.pi / 4


def deflection(eps, b, screening):
    """Centre-of-mass angle; eps = reduced energy, b in screening lengths."""
    r0 = brentq(lambda r: r * r - r * screening(r) / eps - b * b,
                b, b + 1 / eps, xtol=1e-15, rtol=1e-14)
    u = np.sin(angle_nodes)
    radial = 1 - u * screening(r0 / u) / (r0 * eps) - (b * u / r0)**2
    integral = np.sum(angle_weights * np.cos(angle_nodes) / np.sqrt(radial))
    return np.pi - 2 * b / r0 * integral


for eps, b in [(0.1, 2.0), (1.0, 0.5), (8.0, 0.1)]:
    coulomb = deflection(eps, b, lambda r: 1.0 + 0 * r)
    assert abs(coulomb - 2 * np.arctan(1 / (2 * eps * b))) < 1e-7

Z1, Z2 = 1, 14
mass_si = silicon_mass_u * const.atomic_mass / const.m_e
mass_ratio = mass / mass_si
screen_length = 0.8854 / (Z1**0.23 + Z2**0.23)
density = density_A3 * BOHR**3
log_b = np.linspace(np.log(1e-4), np.log(40.0), 161)
impact = np.exp(log_b)


def collision_sums(eps):
    """Reduced nuclear stopping and reduced transport cross-section."""
    th = np.array([deflection(eps, b, universal_screening) for b in impact])
    cos_lab = ((np.cos(th) + mass_ratio)
               / np.sqrt(1 + 2 * mass_ratio * np.cos(th) + mass_ratio**2))
    stopping = eps * simpson(2 * impact**2 * np.sin(th / 2)**2, x=log_b)
    transport = simpson(2 * impact**2 * (1 - cos_lab), x=log_b)
    return stopping, transport


def published_fit(eps):
    return np.log(1 + 1.1383 * eps) / (
        2 * (eps + 0.01321 * eps**0.21226 + 0.19593 * np.sqrt(eps)))


for eps in (0.1, 1.0, 5.0):
    assert abs(collision_sums(eps)[0] / published_fit(eps) - 1) < 0.10

# Tables from the cut-off energy to the initial energy
E_cut = 10.0 / HARTREE
energies = np.geomspace(E_cut, E0, 41)
reduced = screen_length * energies / (Z1 * Z2 * (1 + mass_ratio))
sums = np.array([collision_sums(eps) for eps in reduced])
transfer = 4 * mass * mass_si / (mass + mass_si)**2
area = np.pi * screen_length**2
nuclear = density * transfer * energies * area * sums[:, 0] / reduced
inverse_mfp = density * area * sums[:, 1]
nuclear_fit = CubicSpline(np.log(energies), np.log(nuclear))
mfp_fit = CubicSpline(np.log(energies), np.log(inverse_mfp))

log_E = np.linspace(np.log(E0), np.log(E_cut), 4001)
E = np.exp(log_E)
S_electronic = gamma * np.sqrt(2 * E / mass)
S_nuclear = np.exp(nuclear_fit(log_E))
path_friction = trapezoid(E / S_electronic, -log_E)
assert abs(path_friction / (R * (1 - np.sqrt(E_cut / E0))) - 1) < 1e-5
track = cumulative_trapezoid(E / (S_electronic + S_nuclear), -log_E,
                             initial=0)
turning = cumulative_trapezoid(np.exp(mfp_fit(log_E)), track, initial=0)
mean_cosine = np.exp(-turning)
path_both = track[-1]
mean_depth = trapezoid(mean_cosine, track)

# Mean direction after random independent collisions decays exponentially
rng = np.random.default_rng(4)
count = rng.poisson(3.0, 200000)
direction = np.ones(count.size)
for k in range(count.max()):
    turn = rng.uniform(0, 1.2, count.size)
    azimuth = rng.uniform(0, 2 * np.pi, count.size)
    new = (direction * np.cos(turn) + np.sin(turn) * np.cos(azimuth)
           * np.sqrt(np.maximum(0, 1 - direction**2)))
    direction = np.where(k < count, new, direction)
expected = np.exp(-3.0 * (1 - np.sin(1.2) / 1.2))
assert abs(direction.mean() - expected) < 0.006

# ---- Thermal motion and relativity -------------------------------------
E_thermal = 1.5 * pc["Boltzmann constant in eV/K"][0] * temperature / HARTREE
v_thermal = np.sqrt(2 * E_thermal / mass)
time_thermal = quad(lambda y: tau, np.log(v_thermal), np.log(v0))[0]
check = travel(lambda v: gamma * v, v0, time_thermal)
assert abs(check.y[1, -1] / v_thermal - 1) < 1e-6
path_left = R - check.y[0, -1]
assert abs(path_left / (v_thermal * tau) - 1) < 1e-4
rest_energy = const.m_p * const.c**2 / const.e

# ---- Printed numbers ---------------------------------------------------
print("INPUTS: proton in silicon, rough values")
print(f"initial energy: {E0_eV:.0f} eV")
print(f"initial stopping power: {S0_eVA:.1f} eV/angstrom")
print(f"silicon atom density: {density_A3:.3f} per cubic angstrom")
print(f"temperature: {temperature:.0f} K")
print("FRICTION MODEL")
print(f"initial speed: {v0 * SPEED:.2f} angstrom/fs")
print(f"friction coefficient: {S0_eVA / (v0 * SPEED):.4f} eV fs/angstrom^2")
print(f"time constant tau: {tau * TIME:.1f} fs")
print(f"range R: {R * BOHR:.1f} angstrom = {R * BOHR / 10:.1f} nm")
print(f"range from energy integral: {range_energy * BOHR:.1f} angstrom")
print(f"range at a quarter of the energy: {path_half * BOHR:.1f} angstrom")
print(f"time per factor ten in speed: {decades[0] * TIME:.1f} fs")
for m, s, v in zip(multiples[:4], path, speed):
    print(f"t = {m:.0f} tau: speed {v * SPEED:.3g} angstrom/fs, "
          f"path left {(R - s) * BOHR:.3g} angstrom")
print("CONSTANT FORCE OF THE SAME INITIAL SIZE")
print(f"stopping time: {stop_time * TIME:.1f} fs")
print(f"stopping path: {stop_path * BOHR:.1f} angstrom")
print("NEGLECTED EFFECTS")
print(f"nuclear stopping at start: {S_nuclear[0] * FORCE:.3f} eV/angstrom")
print(f"cut-off energy of collision estimate: {E_cut * HARTREE:.0f} eV")
print(f"path to cut-off, friction only: {path_friction * BOHR:.0f} angstrom")
print(f"path to cut-off, with nuclear: {path_both * BOHR:.0f} angstrom")
print(f"path change by nuclear: {100*(path_both/path_friction-1):.1f} %")
print(f"mean depth at cut-off: {mean_depth * BOHR:.0f} angstrom")
print(f"mean depth / path with nuclear: {mean_depth / path_both:.2f}")
print(f"range if S varies as E^0.45: {R_power * BOHR:.0f} angstrom")
print(f"range change by that law: {100 * (R_power / R - 1):.1f} %")
print(f"range ratio for 4 times the energy, that law: {ratio_power:.3f}")
print(f"range if S0 were 10 eV/angstrom: {2 * E0_eV / 10:.0f} angstrom")
print(f"thermal energy 3kT/2: {E_thermal * HARTREE:.4f} eV")
print(f"model time to thermal energy: {time_thermal * TIME:.0f} fs")
print(f"model path left at thermal energy: {path_left * BOHR:.2f} angstrom")
print(f"kinetic / rest energy: {E0_eV / rest_energy:.1e}")
print("all good")
```

Printed output:

```
INPUTS: proton in silicon, rough values
initial energy: 10000 eV
initial stopping power: 8.0 eV/angstrom
silicon atom density: 0.050 per cubic angstrom
temperature: 300 K
FRICTION MODEL
initial speed: 13.84 angstrom/fs
friction coefficient: 0.5780 eV fs/angstrom^2
time constant tau: 180.6 fs
range R: 2500.0 angstrom = 250.0 nm
range from energy integral: 2500.0 angstrom
range at a quarter of the energy: 1250.0 angstrom
time per factor ten in speed: 415.9 fs
t = 1 tau: speed 5.09 angstrom/fs, path left 920 angstrom
t = 2 tau: speed 1.87 angstrom/fs, path left 338 angstrom
t = 5 tau: speed 0.0933 angstrom/fs, path left 16.8 angstrom
t = 10 tau: speed 0.000628 angstrom/fs, path left 0.113 angstrom
CONSTANT FORCE OF THE SAME INITIAL SIZE
stopping time: 180.6 fs
stopping path: 1250.0 angstrom
NEGLECTED EFFECTS
nuclear stopping at start: 0.102 eV/angstrom
cut-off energy of collision estimate: 10 eV
path to cut-off, friction only: 2421 angstrom
path to cut-off, with nuclear: 2243 angstrom
path change by nuclear: -7.3 %
mean depth at cut-off: 1268 angstrom
mean depth / path with nuclear: 0.57
range if S varies as E^0.45: 2273 angstrom
range change by that law: -9.1 %
range ratio for 4 times the energy, that law: 2.144
range if S0 were 10 eV/angstrom: 2000 angstrom
thermal energy 3kT/2: 0.0388 eV
model time to thermal energy: 1125 fs
model path left at thermal energy: 4.92 angstrom
kinetic / rest energy: 1.1e-05
all good
```
